# The Born effective-charge sum rule and its minimum-norm correction, part 1

(Sections cited here and not found follow in the second part.)

## First half: the sum rule and how a calculation violates it

### The physical situation

Displace every atom of an insulating crystal by the same small vector. Nothing inside the crystal has changed: each electron cloud has moved with its atom, and every distance is what it was. If a unit cell carries no net charge, this motion transports no charge, and the polarization must stay the same. A calculation that moves the atoms one at a time and adds the responses should reproduce this. In practice the sum is often a small tensor that differs from zero. A uniform translation then carries a spurious dipole, and a uniform electric field pulls on a neutral cell with a net force. Anyone who uses the tensors further has to know where the residue comes from, how to remove it with the least change, and what the removal does not repair.

### Conventions

The cell has volume $\Omega$ (area in two dimensions) and contains $N$ atoms, labelled $\kappa$. The vector $\mathbf u_\kappa$ is a displacement of atom $\kappa$ repeated in every cell. Ion $\kappa$ has charge $Q_\kappa e$ with $e>0$, and an electron has charge $-e$. At zero macroscopic electric field the Born effective charge is

$$Z_{\kappa,\alpha\beta}=\frac{\Omega}{e}\frac{\partial P_\alpha}{\partial u_{\kappa\beta}} .\tag{1}$$

The first Cartesian index belongs to the polarization and the second to the displacement. The tensor need not be symmetric, so the order matters. $Z$ is a pure number; the numerical values below are labelled $e$ because they count elementary charges.

The same tensor gives the force in a field. Let $G(\mathbf u,\boldsymbol{\mathcal E})$ be the energy per cell whose derivatives are $\partial G/\partial\mathcal E_\alpha=-\Omega P_\alpha$ and $\partial G/\partial u_{\kappa\beta}=-F_{\kappa\beta}$. Since mixed derivatives are equal, $\partial F_{\kappa\beta}/\partial\mathcal E_\alpha=\Omega\,\partial P_\alpha/\partial u_{\kappa\beta}=eZ_{\kappa,\alpha\beta}$. The sum of the tensors over atoms is therefore also the net force on the cell per unit field, divided by $e$.

The electrons are described by a mean field with $n_{\rm occ}$ filled bands, two electrons in each, and a gap to the empty bands. Time-reversal symmetry is assumed. The index $v$ runs over filled bands, $c$ over empty bands and $n$ over all bands. The cell-periodic functions $|v\rangle$ are eigenstates of $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$ with energies $E_v(\mathbf k)$. The velocity operator is $v_\alpha=\hbar^{-1}\partial H_{\mathbf k}/\partial k_\alpha$. Angle brackets $\langle\dots\rangle_{\mathbf k}$ denote an average over the Brillouin zone or over a mesh in it.

### The response of the electrons

Let $\lambda=u_{\kappa\beta}$ change slowly in time. The displacement is the same in every cell, so $\mathbf k$ is conserved. Choose the phase of $|v\rangle$ so that $\langle v|\partial_\lambda v\rangle=0$, and write the evolving state as $e^{-i\theta}(|v\rangle+|\delta v\rangle)$ with $\hbar\dot\theta=E_v$. The Schrödinger equation becomes

$$E_v(|v\rangle+|\delta v\rangle)+i\hbar\dot\lambda|\partial_\lambda v\rangle+i\hbar|\dot{\delta v}\rangle=H_{\mathbf k}(|v\rangle+|\delta v\rangle).$$

The term with $|\dot{\delta v}\rangle$ is of second order in slowness and is dropped. Since $H_{\mathbf k}|v\rangle=E_v|v\rangle$, what remains is $(H_{\mathbf k}-E_v)|\delta v\rangle=i\hbar\dot\lambda|\partial_\lambda v\rangle$.

Differentiating the eigenvalue equation and projecting on $\langle n|$ with $n\neq v$ gives

$$\langle n|\partial_\lambda v\rangle=-\frac{(\partial_\lambda H)_{nv}}{E_n-E_v},
\qquad
\langle n|\delta v\rangle=-i\hbar\dot\lambda\,\frac{(\partial_\lambda H)_{nv}}{(E_n-E_v)^2}.\tag{2}$$

The velocity induced in the state is $2\,{\rm Re}\sum_n (v_\alpha)_{vn}\langle n|\delta v\rangle$. Because ${\rm Re}(-iz)={\rm Im}\,z$, it equals

$$2\hbar\dot\lambda\sum_{n\neq v}\frac{{\rm Im}[(v_\alpha)_{vn}(\partial_\lambda H)_{nv}]}{(E_n-E_v)^2}.$$

In the sum over filled $v$, the terms in which $n$ is also filled cancel in pairs: exchanging the two labels replaces the product by its complex conjugate and leaves the denominator unchanged. Only empty states remain. The velocity present without any displacement, $\hbar^{-1}\partial E_v/\partial k_\alpha$, is odd in $\mathbf k$ and averages to zero on a symmetric mesh.

The rate of change of $\Omega P_\alpha$ is the current of the cell, namely $eQ_\kappa\dot\lambda\,\delta_{\alpha\beta}$ from the ion and $-e$ times the summed electron velocities. Division by $e\dot\lambda$ gives

$$Z_{\kappa,\alpha\beta}=Q_\kappa\delta_{\alpha\beta}-2\left\langle\sum_{v,c}\frac{2\hbar\,{\rm Im}[(v_\alpha)_{vc}(\partial H/\partial u_{\kappa\beta})_{cv}]}{(E_c-E_v)^2}\right\rangle_{\mathbf k}.\tag{3}$$

The prefactor 2 counts spin; the 2 in the numerator comes from the real part. In a self-consistent calculation $\partial H/\partial u_{\kappa\beta}$ includes the change of the mean field at zero macroscopic field.

### Electron centres and the sum rule

The electronic term in (3) is the motion of a centre. Define $A_\alpha=i\sum_v\langle v|\partial_{k_\alpha}v\rangle$ and $A_\lambda=i\sum_v\langle v|\partial_\lambda v\rangle$, now with phases that are smooth in $\mathbf k$ and $\lambda$ and make the full Bloch functions periodic in $\mathbf k$. Where filled bands cross, $|v\rangle$ stands for a smooth orthonormal set spanning the filled space. A rotation of that set by a matrix $U$ adds $i\partial\ln\det U$ to both quantities, and this drops out of the difference

$$\partial_\lambda A_\alpha-\partial_{k_\alpha}A_\lambda
=i\sum_v\big(\langle\partial_\lambda v|\partial_{k_\alpha}v\rangle-\langle\partial_{k_\alpha}v|\partial_\lambda v\rangle\big)
=-2\,{\rm Im}\sum_v\langle\partial_\lambda v|\partial_{k_\alpha}v\rangle .$$

Use (2) for $\langle n|\partial_\lambda v\rangle$ and the analogous $\langle n|\partial_{k_\alpha}v\rangle=-\hbar(v_\alpha)_{nv}/(E_n-E_v)$. The right side becomes $2\hbar\sum_{v,c}{\rm Im}[(v_\alpha)_{vc}(\partial_\lambda H)_{cv}]/(E_c-E_v)^2$, which is the summand of (3). The zone average of $\partial_{k_\alpha}A_\lambda$ vanishes because $A_\lambda$ is periodic. Hence the electronic part of (3) is $-2\,\partial_\lambda\langle A_\alpha\rangle_{\mathbf k}$, and $\langle A_\alpha\rangle_{\mathbf k}$ is the sum of the electron centres, one per filled band. These are the Wannier centres.

Now shift all atoms by $\mathbf t$. The mean-field Hamiltonian moves with them, so the Bloch functions become $\psi(\mathbf r-\mathbf t)$ and their periodic parts become $e^{-i\mathbf k\cdot\mathbf t}v(\mathbf r-\mathbf t)$. Differentiation with respect to $k_\alpha$ brings down $-it_\alpha$, which the factor $i$ in $A_\alpha$ turns into $+t_\alpha$. Each of the $n_{\rm occ}$ centres moves by $\mathbf t$. To first order the common shift is the sum of the separate displacements, so

$$\sum_\kappa Z_{\kappa,\alpha\beta}=\Big(\sum_\kappa Q_\kappa-2n_{\rm occ}\Big)\delta_{\alpha\beta}=\frac{Q_{\rm cell}}{e}\,\delta_{\alpha\beta}.\tag{4}$$

Translation fixes the sum to the cell charge, and neutrality makes that charge zero. Both are needed. The result holds for every pair $\alpha\beta$ separately and says nothing about the sum of components within one atom's tensor.

The premise is that everything acting on the electrons moves with the atoms. A fixed external potential violates it physically. A fixed real-space grid on which part of the energy is evaluated can violate it numerically, if the grid is too coarse to resolve what is evaluated on it. The premise of filled bands is needed as well, because the vanishing of $\langle\partial_{k_\alpha}A_\lambda\rangle$ uses the full zone.

### What a finite mesh does

For independent electrons in a local potential $V(\mathbf r)=\sum_\kappa V_\kappa(\mathbf r-\mathbf x_\kappa)$, the violation of (4) by formula (3) can be found in closed form. Here $v_\alpha=\pi_\alpha/m$ with $\boldsymbol\pi=\mathbf p+\hbar\mathbf k$. Moving all atoms gives $\sum_\kappa\partial H/\partial u_{\kappa\beta}=-\partial V/\partial r_\beta$. From $[p_\beta,V]=-i\hbar\,\partial V/\partial r_\beta$ this equals $-(i/\hbar)[\pi_\beta,H_{\mathbf k}]$, because the kinetic energy and $\hbar\mathbf k$ commute with $\pi_\beta$. Its matrix element is

$$-\frac i\hbar\big[(\pi_\beta)_{cv}E_v-E_c(\pi_\beta)_{cv}\big]=\frac i\hbar(E_c-E_v)(\pi_\beta)_{cv}.$$

Inserted in (3), one energy denominator cancels and ${\rm Im}(iz)={\rm Re}\,z$:

$$\sum_\kappa Z_{\kappa,\alpha\beta}=\sum_\kappa Q_\kappa\,\delta_{\alpha\beta}-2\left\langle\sum_{v,c}\frac{2}{m}\frac{{\rm Re}[(\pi_\alpha)_{vc}(\pi_\beta)_{cv}]}{E_c-E_v}\right\rangle_{\mathbf k}.\tag{5}$$

The sum over states is related to the band curvature. Since $H_{\mathbf k+\mathbf q}=H_{\mathbf k}+(\hbar/m)\mathbf q\cdot\boldsymbol\pi+\hbar^2q^2/2m$, the energy to second order in $\mathbf q$ contains

$$\frac{\hbar^2q^2}{2m}-\frac{\hbar^2}{m^2}\sum_{n\neq v}\frac{|\mathbf q\cdot\boldsymbol\pi_{nv}|^2}{E_n-E_v}.$$

Two derivatives with respect to $\mathbf q$ and multiplication by $m/\hbar^2$ give

$$\frac2m\sum_{n\neq v}\frac{{\rm Re}[(\pi_\alpha)_{vn}(\pi_\beta)_{nv}]}{E_n-E_v}=\delta_{\alpha\beta}-\frac{m}{\hbar^2}\frac{\partial^2E_v}{\partial k_\alpha\partial k_\beta}.\tag{6}$$

Summed over filled $v$, the terms with filled $n$ cancel again, this time because the real parts are equal and the denominators opposite. Equation (5) becomes

$$\sum_\kappa Z_{\kappa,\alpha\beta}=\frac{Q_{\rm cell}}e\delta_{\alpha\beta}+\frac{2m}{\hbar^2}\left\langle\frac{\partial^2W}{\partial k_\alpha\partial k_\beta}\right\rangle_{\mathbf k},\qquad W(\mathbf k)=\sum_vE_v(\mathbf k).\tag{7}$$

Over the full zone the last term is the integral of a derivative of a periodic function and vanishes. This needs a complete basis: in a fixed finite set of plane waves (7) still holds, but $W$ is only nearly periodic, and a small residue remains that no mesh removes. On a mesh it generally survives. Its meaning can be read from (6): with a finite mesh the electrons do not follow the lattice one to one.

The size of the residue follows from $W=\sum_{\mathbf R}w_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$, with $\mathbf R$ a lattice vector. An $n\times n$ mesh averages $e^{i\mathbf k\cdot\mathbf R}$ to zero unless both integer coordinates of $\mathbf R$ are multiples of $n$. The residue therefore contains the terms $R_\alpha R_\beta w_{\mathbf R}$ with $\mathbf R\neq0$ on this sparse lattice. Because the filled bands are separated by a gap, $W$ is the trace of the integral of $z(z-H_{\mathbf k})^{-1}/2\pi i$ on a contour around them and is analytic in a strip of complex $\mathbf k$. Shifting the integral for $w_{\mathbf R}$ into that strip by an imaginary vector of length $\mu$ gives a factor $e^{-\mu|\mathbf R|}$. The violation thus falls exponentially with the number $n$ of mesh points per direction, apart from the power $R_\alpha R_\beta$.

Equation (7) was derived for a local potential. A nonlocal pseudopotential adds a commutator to the velocity, and (7) then no longer follows, although (4) does, provided that the nonlocal operator moves with its atom.

## Second half: the correction, its limits and a worked case

### Symbols and results carried over

$Z_{\kappa,\alpha\beta}$ is the Born tensor of atom $\kappa$, with $\alpha$ for the polarization and $\beta$ for the displacement, and $N$ is the number of atoms in the cell. For a neutral insulating cell at zero macroscopic field the true tensors sum to zero, equation (4). For independent electrons in a local potential, linear response on a finite $\mathbf k$ mesh gives instead a sum equal to $2m/\hbar^2$ times the mesh average of the summed curvature of the filled bands, equation (7). Call the computed tensors $Z^{\rm raw}_\kappa$ and their sum

$$S=\sum_\kappa Z^{\rm raw}_\kappa .$$

For a charged cell, $S$ below is replaced by the deviation $S-(Q_{\rm cell}/e)\mathbb 1$, with $\mathbb 1$ the unit tensor.

### The smallest correction

Write $A\!:\!B=\sum_{\alpha\beta}A_{\alpha\beta}B_{\alpha\beta}$ and $\|A\|^2=A\!:\!A$. We seek changes $\Delta_\kappa$ with $\sum_\kappa\Delta_\kappa=-S$ that minimize $\sum_\kappa w_\kappa\|\Delta_\kappa\|^2$, where the $w_\kappa>0$ are weights to be chosen. With a tensor $\Lambda$ of Lagrange multipliers, the function to make stationary is

$$\frac12\sum_\kappa w_\kappa\|\Delta_\kappa\|^2+\Lambda\!:\!\Big(S+\sum_\kappa\Delta_\kappa\Big).$$

Its derivative with respect to $\Delta_\kappa$ vanishes when $w_\kappa\Delta_\kappa=-\Lambda$. Summing $\Delta_\kappa=-\Lambda/w_\kappa$ over atoms and using the constraint gives $\Lambda=S/\sum_\kappa w_\kappa^{-1}$, so

$$\Delta_\kappa=-c_\kappa S,\qquad c_\kappa=\frac{w_\kappa^{-1}}{\sum_{\kappa'}w_{\kappa'}^{-1}},\qquad\sum_\kappa c_\kappa=1.\tag{8}$$

This stationary point is the unique minimum. Any other admissible correction is $\Delta_\kappa+D_\kappa$ with $\sum_\kappa D_\kappa=0$, and its cost is

$$\sum_\kappa w_\kappa\|\Delta_\kappa\|^2+2\sum_\kappa w_\kappa\Delta_\kappa\!:\!D_\kappa+\sum_\kappa w_\kappa\|D_\kappa\|^2 .$$

The middle term is $-2\Lambda\!:\!\sum_\kappa D_\kappa=0$, and the last is positive unless every $D_\kappa$ vanishes.

Equal weights give uniform subtraction:

$$Z^{\rm uni}_\kappa=Z^{\rm raw}_\kappa-\frac SN,\qquad \Big(\sum_\kappa\|\Delta_\kappa\|^2\Big)^{1/2}=\frac{\|S\|}{\sqrt N}.\tag{9}$$

"Minimum norm" refers to this equal weighting of atoms. Another weighting has another minimum.

The correction keeps crystal symmetry if the raw tensors have it. A symmetry operation with rotation matrix $R$ that carries atom $\kappa$ to $\kappa'$ requires $Z_{\kappa'}=RZ_\kappa R^{T}$. It permutes the atoms, so summation gives $S=RSR^{T}$. Subtracting the same multiple of $S$ from $\kappa$ and $\kappa'$ then preserves the relation. This needs $c_\kappa=c_{\kappa'}$ for equivalent atoms, which uniform weights satisfy.

We have derived the sum rule, traced its violation on a finite mesh to the curvature of the filled bands, and found the smallest correction that restores it. What remains is to see what this correction does to the errors of the tensors and to the optical mode charges, and to test it in a worked case.
